# Basis sets for polarizabilities: energy optimization and Sadlej-type functions: verification in Python

```python
"""Static polarizability of the hydrogen atom in finite Gaussian bases.

Results under test (atomic units, H = H0 + F z, alpha = -d2E/dF2):
  * with the exact ground state, a finite p basis gives alpha <= 9/2, and the
    deficit is 2<delta|H0-E0|delta>, delta = error of the first-order function;
  * the field derivative of exp(-zeta r^2) is -(z/(2 zeta)) exp(-zeta r^2);
    applied to every Gaussian in the 1s orbital it gives one polarization
    function, which tends to z(1+r)exp(-r) and yields alpha = 49/11.
Symbols: zeta = Gaussian exponent, F = field, r = distance from the nucleus.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from pyscf import gto

PI = np.pi
E_EXACT = -0.5


def integral(func, upper=45.0, breaks=(1.0, 4.0, 12.0)):
    edges = [0.0] + sorted(breaks) + [upper]
    return sum(quad(func, lo, hi, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


# ---------- symbolic checks: exact response and displaced Gaussian ----------
x, y, z, F = sp.symbols("x y z F", real=True)
zeta, rad = sp.symbols("zeta r", positive=True)
dist = sp.sqrt(x**2 + y**2 + z**2)


def laplacian(f):
    return sum(sp.diff(f, q, 2) for q in (x, y, z))


psi0 = sp.exp(-dist) / sp.sqrt(sp.pi)
psi1 = -z * (1 + dist / 2) * psi0
residual = -laplacian(psi1) / 2 - psi1 / dist + psi1 / 2 + z * psi0
for point in ((0.3, 0.7, 1.1), (1.9, -0.4, -0.8)):
    assert abs(sp.N(residual.subs(dict(zip((x, y, z), point))))) < 1e-12
alpha_exact = sp.integrate(
    sp.Rational(8, 3) * rad**4 * (1 + rad / 2) * sp.exp(-2 * rad),
    (rad, 0, sp.oo))
assert alpha_exact == sp.Rational(9, 2)
ALPHA = float(alpha_exact)

centre = -F / (4 * zeta**2)
moved = sp.exp(-zeta * (x**2 + y**2 + (z - centre)**2))
local_energy = sp.simplify(-laplacian(moved) / (2 * moved)
                           + 2 * zeta**2 * (x**2 + y**2 + z**2) + F * z)
assert sp.simplify(local_energy - 3 * zeta + F**2 / (8 * zeta**2)) == 0
still = moved.subs(F, 0)
field_derivative = sp.diff(moved, F).subs(F, 0)
assert sp.simplify(field_derivative / still + z / (2 * zeta)) == 0
# Displacing a p_z Gaussian produces a d part and an s part.
r2 = x**2 + y**2 + z**2
d_part = 2 * zeta * (z**2 - r2 / 3)
s_part = 2 * zeta * r2 / 3 - 1
assert sp.simplify(-sp.diff(z * still, z) / still - d_part - s_part) == 0
assert sp.simplify(laplacian(d_part)) == 0


# ---------- real-space response for functions z f(r) ----------
def excitation_form(f, df):
    """<z f|H0-E0|z f> for the exact hydrogen Hamiltonian."""
    def integrand(r):
        a, b = f(r), df(r)
        grad2 = a * a + 2 * r * a * b / 3 + r * r * b * b / 3
        return 4 * PI * (r * r * grad2 / 2
                         + (r**4 / 2 - r**3) * a * a / 3)
    return integral(integrand)


def dipole_overlap(f):
    """<z f|z|psi0> with the exact ground state."""
    return integral(lambda r: 4 * PI / 3 * r**4 * f(r)
                    * np.exp(-r) / np.sqrt(PI))


def limit_function(r):
    return (1 + r) * np.exp(-r) / np.sqrt(PI)


def limit_slope(r):
    return -r * np.exp(-r) / np.sqrt(PI)


limit_b = dipole_overlap(limit_function)
limit_gap = excitation_form(limit_function, limit_slope)
alpha_limit = 2 * limit_b**2 / limit_gap
scale_limit = limit_b / limit_gap
assert abs(alpha_limit - 49 / 11) < 1e-7
assert abs(scale_limit - 7 / 11) < 1e-7

# Gaussian integral representation of exp(-r) and of its field derivative.
for r in (0.4, 1.3, 3.5):
    def weight(t, r=r):
        e = np.exp(t)
        return np.exp(-t / 2 - 1 / (4 * e) - e * r * r) / (2 * np.sqrt(PI))
    plain = quad(weight, -8, 12, limit=300, epsabs=1e-12)[0]
    shifted = quad(lambda t: weight(t) / (2 * np.exp(t)), -8, 12,
                   limit=300, epsabs=1e-12)[0]
    assert abs(plain - np.exp(-r)) < 1e-8
    assert abs(shifted - (1 + r) * np.exp(-r)) < 1e-8

# Share of density and of alpha outside a sphere.
R_OUT = 3.0


def outer_share(func):
    total = integral(func, breaks=(1.0, R_OUT, 12.0))
    outer = quad(func, R_OUT, 45, epsabs=1e-12, limit=200)[0]
    return outer / total


density_share = outer_share(lambda r: r**2 * np.exp(-2 * r))
alpha_share = outer_share(lambda r: r**4 * (1 + r / 2) * np.exp(-2 * r))
assert alpha_share > 3 * density_share


def peak_radius(amplitude):
    return minimize_scalar(lambda r: -(r * amplitude(r))**2,
                           bounds=(0.1, 8), method="bounded",
                           options={"xatol": 1e-8}).x


peak0 = peak_radius(lambda r: np.exp(-r))
peak1 = peak_radius(lambda r: r * (1 + r / 2) * np.exp(-r))
assert abs(peak0 - 1) < 1e-5
assert abs(peak1 - (1 + np.sqrt(17)) / 2) < 1e-5


# ---------- one p Gaussian, exact ground state ----------
def p_norm(e):
    return (2 * e / PI)**0.75 * 2 * np.sqrt(e)


def p_gap(e):
    return 2.5 * e - 4 * np.sqrt(2 * e) / (3 * np.sqrt(PI)) - E_EXACT


def p_coupling(e, potential, breaks=(1.0, 4.0, 12.0)):
    """Matrix element of potential(r) cos(theta) between p and psi0."""
    return p_norm(e) * 4 * PI / 3 / np.sqrt(PI) * integral(
        lambda r: r**3 * potential(r) * np.exp(-e * r * r - r),
        breaks=breaks)


def single_p_alpha(e):
    return 2 * p_coupling(e, lambda r: r)**2 / p_gap(e)


def best_exponent(potential, breaks=(1.0, 4.0, 12.0)):
    def energy(t):
        e = np.exp(t)
        return -p_coupling(e, potential, breaks)**2 / p_gap(e)
    found = minimize_scalar(energy, bounds=(np.log(0.03), np.log(4)),
                            method="bounded", options={"xatol": 1e-6})
    return np.exp(found.x)


# The deficit formula, with the error function integrated in real space.
trial = 0.5
amp = p_coupling(trial, lambda r: r) / p_gap(trial) * p_norm(trial)


def error_function(r):
    return (amp * np.exp(-trial * r * r)
            - (1 + r / 2) * np.exp(-r) / np.sqrt(PI))


def error_slope(r):
    return (-2 * trial * r * amp * np.exp(-trial * r * r)
            + (1 + r) / 2 * np.exp(-r) / np.sqrt(PI))


alpha_trial = single_p_alpha(trial)
deficit = 2 * excitation_form(error_function, error_slope)
assert abs(ALPHA - alpha_trial - deficit) < 1e-7

uniform_best = best_exponent(lambda r: r)
uniform_alpha = single_p_alpha(uniform_best)
distances = (1.5, 3.0, 6.0)
neighbour = []
for R in distances:
    def dipolar(r, R=R):
        return min(r, R) / max(r, R)**2
    for r in (0.6 * R, 1.7 * R):
        projected = quad(lambda u: 1.5 * u
                         / np.sqrt(r * r + R * R - 2 * r * R * u), -1, 1)[0]
        assert abs(projected - dipolar(r)) < 1e-8
    e = best_exponent(dipolar, breaks=(R, 12.0))
    neighbour.append((R, e, single_p_alpha(e)))
assert neighbour[0][1] > neighbour[1][1] > neighbour[2][1] > uniform_best
assert neighbour[0][2] < neighbour[1][2] < neighbour[2][2] < uniform_alpha


# ---------- Gaussian s basis and its p response ----------
def s_matrices(exps):
    a, b = exps[:, None], exps[None, :]
    p = a + b
    norm = (4 * a * b / PI**2)**0.75
    S = norm * (PI / p)**1.5
    return 3 * a * b / p * S - norm * 2 * PI / p, S


def s_state(exps):
    values, vectors = eigh(*s_matrices(exps))
    return values[0], vectors[:, 0]


def response(s_exps, p_exps, contraction=None, state=None):
    energy, c = s_state(s_exps) if state is None else state
    a, b = p_exps[:, None], p_exps[None, :]
    p = a + b
    norm = p_norm(a) * p_norm(b)
    S = norm * (PI / p)**1.5 / (2 * p)
    gap = 5 * a * b / p * S - norm * 2 * PI / (3 * p * p) - energy * S
    q = s_exps[:, None] + p_exps[None, :]
    Z = ((2 * s_exps[:, None] / PI)**0.75 * p_norm(p_exps[None, :])
         * (PI / q)**1.5 / (2 * q))
    v = c @ Z
    if contraction is not None:
        return 2 * (v @ contraction)**2 / (contraction @ gap @ contraction)
    return 2 * v @ np.linalg.solve(gap, v)


def optimized_exponents(n, smallest, ratio):
    def exps(t):
        return np.exp(t[0] + t[1] * np.arange(n))
    found = minimize(lambda t: s_state(exps(t))[0],
                     [np.log(smallest), np.log(ratio)],
                     method="Nelder-Mead",
                     options={"xatol": 1e-6, "fatol": 1e-12,
                              "maxiter": 1000})
    return exps(found.x)


six = optimized_exponents(6, 0.10, 3.0)
energy6, c6 = s_state(six)
c6 = c6 * np.sign(c6[np.argmax(abs(c6))])
derived = c6 * six**-1.5
alpha_derived = response(six, six, derived)
alpha_free = response(six, six)
alpha_no_diffuse = response(six, six[1:])
alpha_no_tight = response(six, six[:-1])
extended = np.concatenate(([six[0] * six[0] / six[1]], six))
alpha_extended = response(extended, extended)
assert 0.9 * ALPHA < alpha_derived < 1.02 * ALPHA
assert alpha_free >= alpha_derived
assert abs(alpha_free - ALPHA) < 0.1
assert abs(alpha_extended - ALPHA) < 0.1
assert alpha_free - alpha_no_diffuse > 10 * (alpha_free - alpha_no_tight)


# ---------- centre shifts proportional to zeta^-k, k = 0, 1, 2 ----------
def shift_law_alphas(exps, state):
    return [response(exps, exps, state[1] * exps**(0.5 - k), state)
            for k in (0, 1, 2)]


def integral_expansion(exps, step):
    """1s orbital from the Gaussian integral, trapezoidal in log(zeta)."""
    c = (step * exps**-0.5 * np.exp(-1 / (4 * exps)) / (2 * PI)
         / (2 * exps / PI)**0.75)
    H, S = s_matrices(exps)
    c = c / np.sqrt(c @ S @ c)
    return c @ H @ c, c


STEP = 0.4
dense = np.exp(np.arange(-5.0, 20.01, STEP))
dense_state = integral_expansion(dense, STEP)
dense_alphas = shift_law_alphas(dense, dense_state)
shift_limits = (0.75, 4.0, alpha_limit)
assert abs(dense_state[0] - E_EXACT) < 1e-5
for value, target in zip(dense_alphas, shift_limits):
    assert abs(value - target) < 1e-3

# Twelve energy-optimized Gaussians are a finite set, not the limit: they
# lack very tight and very diffuse functions, hence the wider tolerance.
twelve = optimized_exponents(12, 0.05, 2.3)
twelve_state = s_state(twelve)
twelve_alphas = shift_law_alphas(twelve, twelve_state)
for value, target in zip(twelve_alphas, shift_limits):
    assert abs(value - target) < 0.1

# Cutting the dense expansion at the same largest exponent isolates the
# effect of missing tight functions: it matters for k = 0, not for k = 2.
cut = dense[dense <= twelve[-1]]
cut_alphas = shift_law_alphas(cut, integral_expansion(cut, STEP))
assert abs(cut_alphas[0] - shift_limits[0]) > 0.01
assert abs(cut_alphas[2] - shift_limits[2]) < 0.01

# A poor ground state can push alpha above the exact value.
diffuse = np.array([0.15])
alpha_above = response(diffuse, diffuse)
assert alpha_above > ALPHA


# ---------- finite fields with independently computed integrals ----------
def finite_field(basis):
    mol = gto.M(atom="H 0 0 0", basis=basis, spin=1, verbose=0)
    H = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    S, Z = mol.intor("int1e_ovlp"), mol.intor("int1e_r")[2]

    def lowest(field):
        return eigh(H + field * Z, S, eigvals_only=True)[0]
    e0 = lowest(0.0)

    def second(f):
        return -(lowest(f) - 2 * e0 + lowest(-f)) / f**2
    alpha = (4 * second(0.001) - second(0.002)) / 3
    p_exps = [min(mol.bas_exp(i)) for i in range(mol.nbas)
              if mol.bas_angular(i) == 1]
    return e0, alpha, min(p_exps) if p_exps else None


s_shells = [[0, [float(e), 1.0]] for e in six]
p_shells = [[1, [float(e), 1.0]] for e in six]
p_contracted = [[1] + [[float(e), float(w)] for e, w in zip(six, derived)]]
ff_free = finite_field({"H": s_shells + p_shells})
ff_derived = finite_field({"H": s_shells + p_contracted})
assert abs(ff_free[0] - energy6) < 1e-9
assert abs(ff_free[1] - alpha_free) < 2e-5
assert abs(ff_derived[1] - alpha_derived) < 2e-5

names = ("cc-pvdz", "cc-pvtz", "cc-pvqz", "aug-cc-pvdz")
sets = {name: finite_field(name) for name in names}
assert sets["cc-pvdz"][1] < sets["cc-pvtz"][1] < sets["cc-pvqz"][1] < ALPHA
assert sets["aug-cc-pvdz"][1] > sets["cc-pvqz"][1]
assert all(abs(v[0] - E_EXACT) < 1e-3 for v in sets.values())
s_only = [shell for shell in gto.basis.load("cc-pvdz", "H") if shell[0] == 0]
s_energy, s_alpha, _ = finite_field({"H": s_only})
assert abs(s_energy - sets["cc-pvdz"][0]) < 1e-10
assert abs(s_alpha) < 1e-6

# ---------- printed results ----------
bohr = constants.physical_constants["Bohr radius"][0]
print("alpha in atomic units (bohr^3), exponents in bohr^-2")
print(f"exact alpha: {ALPHA:.4f} bohr^3")
print(f"exact alpha, converted: {ALPHA * (bohr * 1e10)**3:.4f} angstrom^3")
print(f"radial peak of ground state: {peak0:.3f} bohr")
print(f"radial peak of first-order function: {peak1:.3f} bohr")
print(f"density beyond {R_OUT:.1f} bohr: {100 * density_share:.1f} %")
print(f"alpha from beyond {R_OUT:.1f} bohr: {100 * alpha_share:.1f} %")
print(f"one p, exponent {trial:.2f}: alpha {alpha_trial:.4f} bohr^3")
print(f"  deficit from error function: {deficit:.4f} bohr^3")
print(f"one p, best for uniform field: exponent {uniform_best:.4f}, "
      f"alpha {uniform_alpha:.4f} bohr^3")
for R, e, value in neighbour:
    print(f"one p, best for charge at {R:.1f} bohr: exponent {e:.4f}, "
          f"alpha {value:.4f} bohr^3")
for name, (e0, value, small) in sets.items():
    print(f"{name}: E {e0:.6f} hartree, smallest p exponent {small:.4f}, "
          f"alpha {value:.4f} bohr^3 ({100 * value / ALPHA:.1f} %)")
print(f"cc-pvdz without p: E {s_energy:.6f} hartree, "
      f"alpha {abs(s_alpha):.4f} bohr^3")
print(f"six s Gaussians: E {energy6:.6f} hartree")
print("exponent, s coefficient, derived p coefficient (largest = 1):")
for e, c, w in zip(six, c6, derived / max(abs(derived))):
    print(f"  {e:.5f}  {c:.5f}  {w:.6f}")
print(f"one derived p function: alpha {alpha_derived:.4f} bohr^3 "
      f"({100 * alpha_derived / ALPHA:.1f} %)")
print(f"six free p functions: alpha {alpha_free:.4f} bohr^3")
print(f"  without most diffuse p: alpha {alpha_no_diffuse:.4f} bohr^3")
print(f"  without tightest p: alpha {alpha_no_tight:.4f} bohr^3")
print(f"one more diffuse s and p, exponent {extended[0]:.5f}: "
      f"alpha {alpha_extended:.4f} bohr^3")
print(f"complete-expansion limit: alpha {alpha_limit:.4f} bohr^3, "
      f"scale {scale_limit:.4f}")
print(f"twelve s Gaussians: E {twelve_state[0]:.7f} hartree, "
      f"largest exponent {twelve[-1]:.1f}")
print("alpha in bohr^3 for centre shift as exponent^(-k):")
print("  k, dense expansion, dense cut at that exponent, twelve Gaussians")
for k in range(3):
    print(f"  {k}  {dense_alphas[k]:.4f}  {cut_alphas[k]:.4f}  "
          f"{twelve_alphas[k]:.4f}")
print(f"one s and one p, exponent {diffuse[0]:.2f}: "
      f"alpha {alpha_above:.4f} bohr^3")
print("tests ok")
```

It prints:

```
alpha in atomic units (bohr^3), exponents in bohr^-2
exact alpha: 4.5000 bohr^3
exact alpha, converted: 0.6668 angstrom^3
radial peak of ground state: 1.000 bohr
radial peak of first-order function: 2.562 bohr
density beyond 3.0 bohr: 6.2 %
alpha from beyond 3.0 bohr: 37.4 %
one p, exponent 0.50: alpha 1.2466 bohr^3
  deficit from error function: 3.2534 bohr^3
one p, best for uniform field: exponent 0.1250, alpha 4.1577 bohr^3
one p, best for charge at 1.5 bohr: exponent 0.3127, alpha 2.4286 bohr^3
one p, best for charge at 3.0 bohr: exponent 0.1705, alpha 3.9098 bohr^3
one p, best for charge at 6.0 bohr: exponent 0.1258, alpha 4.1576 bohr^3
cc-pvdz: E -0.499278 hartree, smallest p exponent 0.7270, alpha 0.6284 bohr^3 (14.0 %)
cc-pvtz: E -0.499810 hartree, smallest p exponent 0.3880, alpha 1.8847 bohr^3 (41.9 %)
cc-pvqz: E -0.499946 hartree, smallest p exponent 0.2920, alpha 2.7373 bohr^3 (60.8 %)
aug-cc-pvdz: E -0.499334 hartree, smallest p exponent 0.1410, alpha 4.2944 bohr^3 (95.4 %)
cc-pvdz without p: E -0.499278 hartree, alpha 0.0000 bohr^3
six s Gaussians: E -0.499841 hartree
exponent, s coefficient, derived p coefficient (largest = 1):
  0.10421  0.40133  1.000000
  0.33947  0.49235  0.208642
  1.10590  0.18280  0.013175
  3.60272  0.05131  0.000629
  11.73664  0.01032  0.000022
  38.23467  0.00407  0.000001
one derived p function: alpha 4.4269 bohr^3 (98.4 %)
six free p functions: alpha 4.4524 bohr^3
  without most diffuse p: alpha 2.2842 bohr^3
  without tightest p: alpha 4.4524 bohr^3
one more diffuse s and p, exponent 0.03199: alpha 4.5143 bohr^3
complete-expansion limit: alpha 4.4545 bohr^3, scale 0.6364
twelve s Gaussians: E -0.4999989 hartree, largest exponent 1073.1
alpha in bohr^3 for centre shift as exponent^(-k):
  k, dense expansion, dense cut at that exponent, twelve Gaussians
  0  0.7500  0.7858  0.7645
  1  4.0000  4.0000  4.0002
  2  4.4545  4.4546  4.4565
one s and one p, exponent 0.15: alpha 9.3630 bohr^3
tests ok
```
